**Radial saturation of partial-wave increments in a two-electron atom**

The program treats the second-order energy of the 1/Z expansion, with L = l + 1/2, n radial functions per angular momentum l, ν = n/L, and f the captured fraction of the increment E_l. To leading order f depends on n/L alone, so a fixed fraction needs a number of functions proportional to L. The program asserts that the computed increments approach −(45/256) L⁻⁴, and that the l = 2 increment agrees with a separate Laguerre-function calculation using the direct kernel. It also asserts that the growth of n between l = 8 and l = 24 follows the semiclassical estimate within 15 %. The output shows growth rates of 0.546 and 1.370 functions per unit l for 90 % and 99 %, against estimates of 0.550 and 1.381. For the triangular pattern n = 6 − l, the last two increments give an apparent exponent of 5.98, while the complete increments give 3.92; the program asserts that 20 functions at each l restore the complete value within 0.02. The tail extrapolated from the triangular series is 27 % of the true tail.

## Program and output

```python
"""
Result under test: for the second-order energy (1/Z expansion) of a
two-electron atom, the increment of angular momentum l behaves as
-(45/256) L^-4 with L = l + 1/2. The best n radial functions capture a
fraction f(n/L) of it, so a fixed fraction needs n proportional to L, and
too few functions at high l make the increments seem to decay faster.
Symbols: r in a0/Z, energies in hartree, x = ln r, nu = n/L,
u0 = 2 r exp(-r), w = r^2 exp(-4r/3), lam = height of the phase-space cut.
"""
import numpy as np
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import eval_genlaguerre, zeta

A_LIMIT = 45 / 256
L_MAX = 24
N_KEEP = 60


# ---------- semiclassical estimate ----------
def semiclassical_point(lam):
    """Return nu and the missing fraction for a cut 1+q^2 <= lam*w/w_max."""
    x = np.linspace(-14, 4, 20001)
    r = np.exp(x)
    w = r**2 * np.exp(-4 * r / 3) / (2.25 * np.exp(-2))
    q = np.sqrt(np.maximum(lam * w - 1, 0))
    # integral of (1+s^2)^-3 from q to infinity
    tail = (3 / 8 * np.arctan2(1, q) - 3 * q / (8 * (1 + q**2))
            - q / (4 * (1 + q**2)**2))
    nu = trapezoid(q, x) / np.pi
    missing = trapezoid(2 * w**3 * tail, x)
    return nu, missing / (3 * np.pi / 8 * trapezoid(w**3, x))


curve = np.array([semiclassical_point(1 + d)
                  for d in np.logspace(-1.5, 4.5, 400)])
nu_tab, f_tab = curve[:, 0], 1 - curve[:, 1]
elasticity = np.diff(np.log(f_tab[:250])) / np.diff(np.log(nu_tab[:250]))
assert np.all(elasticity > 0) and np.all(elasticity < 1)


def f_semi(nu):
    return np.interp(nu, np.r_[0, nu_tab], np.r_[0, f_tab])


nu90, nu99 = np.interp([0.90, 0.99], f_tab[:250], nu_tab[:250])
slope0 = 2 * np.pi * (1.5**6 * np.exp(-6)) / (3 * np.pi / 8 * 15 / 512)
assert abs(f_tab[0] / nu_tab[0] / slope0 - 1) < 0.05
c_tail = 0.6 * (3 / (2 * np.pi))**5 / (3 * np.pi / 8 * 15 / 512)
nu_big, miss_big = semiclassical_point(1.34e4)
tail_ratio = miss_big * nu_big**5 / c_tail
assert abs(tail_ratio - 1) < 0.05      # correction of order 1/nu expected


# ---------- numerical pair equation on a sinc grid in ln r ----------
def solve_pair(l, step=0.02):
    """Increment, shifted one-electron matrix, source, pair function."""
    big_l = l + 0.5
    x = np.arange(np.log(0.01), np.log(20.0), step)
    r = np.exp(x)
    d = np.subtract.outer(np.arange(len(x)), np.arange(len(x)))
    safe = np.where(d == 0, 1, d)
    minus_d2 = np.where(d == 0, np.pi**2 / 3,
                        2.0 * (-1.0)**np.abs(d) / safe**2) / step**2
    op = minus_d2 + big_l**2 * np.eye(len(x))
    h_shift = op / (2 * np.outer(r, r)) + np.diag(0.5 - 1 / r)
    u0 = 2 * r * np.exp(-r)
    source = 2 * big_l * np.linalg.inv(op) * np.outer(u0, u0)
    source = (source + source.T) / 2
    e, vec = eigh(h_shift)
    pair = -vec @ ((vec.T @ source @ vec) / np.add.outer(e, e)) @ vec.T
    return np.sum(source * pair) / (2 * big_l), h_shift, source, pair


def energy_in_space(h, k, l):
    e, vec = eigh(h)
    kt = vec.T @ k @ vec
    return -np.sum(kt**2 / np.add.outer(e, e)) / (2 * l + 1)


inc, frac, blocks = {}, {}, {}
for l in range(1, L_MAX + 1):
    inc[l], h, k, pair = solve_pair(l)
    weight = -(k @ pair + pair @ k) / 2
    _, vec = eigh(weight)
    b = vec[:, ::-1][:, :N_KEEP]
    hb, kb = b.T @ h @ b, b.T @ k @ b
    blocks[l] = (hb, kb)
    frac[l] = np.array([0.0] + [energy_in_space(hb[:n, :n], kb[:n, :n], l)
                                / inc[l] for n in range(1, N_KEEP + 1)])

coarse = solve_pair(10, 0.03)[0]
assert abs(coarse / inc[10] - 1) < 3e-4
ratio = {l: -inc[l] * (l + 0.5)**4 / A_LIMIT for l in inc}
assert abs(ratio[24] - 1) < 0.005
assert abs(ratio[24] - 1) < abs(ratio[12] - 1) < abs(ratio[6] - 1)


# ---------- independent check: Laguerre functions, direct kernel ----------
def laguerre_increment(l, count, alpha):
    r = np.linspace(0, 40, 20001)[1:]
    z, a = 2 * alpha * r, 2 * l + 2
    chi, dchi = [], []
    for k in range(count):
        pref = z**(l + 1) * np.exp(-z / 2)
        p = eval_genlaguerre(k, a, z)
        dp = -eval_genlaguerre(k - 1, a + 1, z) if k else 0 * z
        size = np.sqrt(trapezoid((pref * p)**2, r))
        chi.append(pref * p / size)
        dchi.append(2 * alpha * pref * (dp + ((l + 1) / z - 0.5) * p) / size)
    chi, dchi = np.array(chi), np.array(dchi)
    dr = r[1] - r[0]
    s = chi @ chi.T * dr
    h = (dchi @ dchi.T / 2
         + (chi * (l * (l + 1) / (2 * r**2) - 1 / r + 0.5)) @ chi.T) * dr
    g = chi * 2 * r * np.exp(-r)
    inner = cumulative_trapezoid(g * r**l, r, axis=1, initial=0)
    half = (g * r**(-l - 1.0)) @ inner.T * dr
    k = half + half.T
    e, vec = eigh(h, s)
    kt = vec.T @ k @ vec
    return -np.sum(kt**2 / np.add.outer(e, e)) / (2 * l + 1)


lag2 = laguerre_increment(2, 12, 2.5)
assert 0.99 < lag2 / inc[2] < 1.0005


# ---------- direct optimization of n radial functions ----------
def optimized_fraction(l, n, size=30):
    h, k = (m[:size, :size] for m in blocks[l])
    scale = -inc[l] * (2 * l + 1)

    def value_and_gradient(flat):
        q, rr = np.linalg.qr(flat.reshape(size, n))
        e, vec = eigh(q.T @ h @ q)
        kq = q.T @ k @ q
        xm = -vec @ ((vec.T @ kq @ vec) / np.add.outer(e, e)) @ vec.T
        qx = q @ xm
        grad = 4 * (k @ qx + h @ qx @ xm + qx @ (q.T @ h @ qx))
        grad = np.linalg.solve(rr, grad.T).T
        return np.sum(kq * xm) / scale, grad.ravel() / scale

    start = np.eye(size)[:, :n].ravel()
    res = minimize(value_and_gradient, start, jac=True, method="L-BFGS-B",
                   options={"maxiter": 400})
    return -res.fun


tri = {l: optimized_fraction(l, 6 - l) for l in range(2, 6)}
gains = [tri[l] - frac[l][6 - l] for l in tri]
gains.append(optimized_fraction(10, 6) - frac[10][6])
assert max(gains) < 0.05 and min(gains) > -1e-6


# ---------- growth of the number of functions ----------
def functions_needed(l, fraction):
    """Number of functions, interpolated in the log of the missing part."""
    miss = np.maximum(1 - frac[l], 1e-12)
    return np.interp(-np.log(1 - fraction), -np.log(miss),
                     np.arange(N_KEEP + 1))


l_list = (4, 8, 12, 16, 20, 24)
need90 = {l: functions_needed(l, 0.90) for l in l_list}
need99 = {l: functions_needed(l, 0.99) for l in l_list}
grow90 = (need90[24] - need90[8]) / 16
grow99 = (need99[24] - need99[8]) / 16
assert abs(grow90 / nu90 - 1) < 0.15   # leading order in 1/L only
assert abs(grow99 / nu99 - 1) < 0.15


# ---------- false exponents ----------
def exponent(e1, l1, e2, l2):
    return np.log(e1 / e2) / np.log((l2 + 0.5) / (l1 + 0.5))


p_full = exponent(inc[10], 10, inc[22], 22)
p_fixed = exponent(inc[10] * frac[10][6], 10, inc[22] * frac[22][6], 22)
p_prop = exponent(inc[10] * frac[10][7], 10, inc[22] * frac[22][15], 22)
excess_semi = exponent(f_semi(6 / 10.5), 10, f_semi(6 / 22.5), 22)
assert 0 < p_fixed - p_full < 1
assert abs(p_fixed - p_full - excess_semi) < 0.1
assert abs(p_prop - p_full) < 0.1 < p_fixed - p_full

p_low = exponent(inc[4], 4, inc[5], 5)
p_tri = exponent(inc[4] * tri[4], 4, inc[5] * tri[5], 5)
p_sat = exponent(inc[4] * frac[4][20], 4, inc[5] * frac[5][20], 5)
assert p_tri > 5 > p_low
assert abs(p_sat - p_low) < 0.02

true_tail = (sum(inc[l] for l in range(6, L_MAX + 1))
             - A_LIMIT * zeta(4, L_MAX + 1.5))
fake_tail = inc[5] * tri[5] * 5.5**p_tri * zeta(p_tri, 6.5)
fixed_p_tail = inc[5] * tri[5] * 5.5**4 * zeta(4, 6.5)
assert abs(fake_tail) < abs(fixed_p_tail) < abs(true_tail)

# ---------- output ----------
print(f"limit amplitude 45/256 = {A_LIMIT:.6f} hartree")
for l in (2, 4, 5, 10, 24):
    print(f"l={l}: E_l = {inc[l]:.5e} hartree, E_l/limit law = {ratio[l]:.4f}")
print(f"l=2, 12 Laguerre functions: {lag2:.5e} hartree")
print(f"L^2 (1 - ratio) at l=10: {10.5**2 * (1 - ratio[10]):.3f}")
print(f"semiclassical nu for 90 %: {nu90:.3f} functions per unit L")
print(f"semiclassical nu for 99 %: {nu99:.3f} functions per unit L")
print(f"initial slope of f(nu): {slope0:.3f}")
print(f"coefficient C of missing fraction C nu^-5: {c_tail:.4f}")
print(f"missing/(C nu^-5) at nu={nu_big:.1f}: {tail_ratio:.4f}")
for l in l_list:
    print(f"l={l}: functions for 90 %: {need90[l]:.2f} (whole "
          f"{int(np.ceil(need90[l]))}), for 99 %: {need99[l]:.2f} (whole "
          f"{int(np.ceil(need99[l]))})")
print(f"growth per unit l, l=8 to 24, 90 %: {grow90:.3f}")
print(f"growth per unit l, l=8 to 24, 99 %: {grow99:.3f}")
print(f"largest gain by direct optimization: {max(gains):.5f} of E_l")
print(f"exponent l=10 to 22, complete: {p_full:.3f}")
print(f"exponent l=10 to 22, n=6 fixed: {p_fixed:.3f}")
print(f"fractions n=6: l=10 {frac[10][6]:.4f}, l=22 {frac[22][6]:.4f}")
print(f"semiclassical excess exponent, n=6: {excess_semi:.3f}")
print(f"exponent l=10 to 22, n=2L/3 (7 and 15): {p_prop:.3f}")
print(f"fractions n=2L/3: l=10 {frac[10][7]:.4f}, l=22 {frac[22][15]:.4f}")
for l in tri:
    print(f"triangular l={l}, n={6 - l}: fraction {tri[l]:.4f}, "
          f"increment {inc[l] * tri[l]:.5e} hartree")
print(f"exponent l=4 to 5, complete: {p_low:.3f}")
print(f"exponent l=4 to 5, triangular: {p_tri:.3f}")
print(f"exponent l=4 to 5, 20 functions each: {p_sat:.3f}")
print(f"true tail beyond l=5: {true_tail:.4e} hartree")
print(f"tail from triangular fit: {fake_tail:.4e} hartree")
print(f"tail, exponent 4 forced on l=5: {fixed_p_tail:.4e} hartree")
print(f"triangular fit tail / true tail: {fake_tail / true_tail:.3f}")
print("verified")
```

It prints:

```
limit amplitude 45/256 = 0.175781 hartree
l=2: E_l = -3.90603e-03 hartree, E_l/limit law = 0.8680
l=4: E_l = -4.06098e-04 hartree, E_l/limit law = 0.9473
l=5: E_l = -1.84995e-04 hartree, E_l/limit law = 0.9630
l=10: E_l = -1.43029e-05 hartree, E_l/limit law = 0.9890
l=24: E_l = -4.86850e-07 hartree, E_l/limit law = 0.9979
l=2, 12 Laguerre functions: -3.90056e-03 hartree
L^2 (1 - ratio) at l=10: 1.210
semiclassical nu for 90 %: 0.550 functions per unit L
semiclassical nu for 99 %: 1.381 functions per unit L
initial slope of f(nu): 5.140
coefficient C of missing fraction C nu^-5: 0.4314
missing/(C nu^-5) at nu=99.6: 0.9716
l=4: functions for 90 %: 2.84 (whole 3), for 99 %: 6.96 (whole 7)
l=8: functions for 90 %: 4.95 (whole 5), for 99 %: 12.28 (whole 13)
l=12: functions for 90 %: 7.12 (whole 8), for 99 %: 17.73 (whole 18)
l=16: functions for 90 %: 9.31 (whole 10), for 99 %: 23.22 (whole 24)
l=20: functions for 90 %: 11.50 (whole 12), for 99 %: 28.71 (whole 29)
l=24: functions for 90 %: 13.69 (whole 14), for 99 %: 34.20 (whole 35)
growth per unit l, l=8 to 24, 90 %: 0.546
growth per unit l, l=8 to 24, 99 %: 1.370
largest gain by direct optimization: 0.01291 of E_l
exponent l=10 to 22, complete: 3.989
exponent l=10 to 22, n=6 fixed: 4.314
fractions n=6: l=10 0.8989, l=22 0.7015
semiclassical excess exponent, n=6: 0.325
exponent l=10 to 22, n=2L/3 (7 and 15): 3.983
fractions n=2L/3: l=10 0.9258, l=22 0.9298
triangular l=2, n=4: fraction 0.9908, increment -3.87023e-03 hartree
triangular l=3, n=3: fraction 0.9515, increment -1.02549e-03 hartree
triangular l=4, n=2: fraction 0.8314, increment -3.37636e-04 hartree
triangular l=5, n=1: fraction 0.5499, increment -1.01721e-04 hartree
exponent l=4 to 5, complete: 3.918
exponent l=4 to 5, triangular: 5.979
exponent l=4 to 5, 20 functions each: 3.919
true tail beyond l=5: -2.6248e-04 hartree
tail from triangular fit: -7.0463e-05 hartree
tail, exponent 4 forced on l=5: -1.4170e-04 hartree
triangular fit tail / true tail: 0.268
verified
```
